Ferromagnetic Linewidth from Slowly Relaxing Impurity Levels

**Theorem.** Let a uniform magnetization M n, with |n| = 1, be coupled to N two-level impurities per unit volume. Their level splitting Δ depends on the direction of n, and their populations relax in a time τ. Under assumptions 1 to 5 below, small circular precession at angular frequency ω about a [111] axis has the added linewidth

δB = [N |∇Δ|² / (4kT M)] sech²(Δ/2kT) · ωτ/(1 + ω²τ²).   (1)

Here δB is the full width at half maximum of the absorption when the applied field B, in tesla, is swept at fixed ω. The symbol ∇ denotes the gradient on the unit sphere of directions, so |∇Δ| is an energy per radian. Both Δ and ∇Δ are taken at the equilibrium direction.

The mechanism is a delay. Precession modulates the splitting, so the thermal populations that belong to the instantaneous splitting keep changing. The actual populations arrive late, and their torque on the magnetization has a part that opposes the motion.

**Assumptions**

1. The magnetization is uniform and has gyromagnetic ratio γ > 0. The sample is a sphere, whose demagnetizing field is parallel to n and exerts no torque. Host anisotropy and host damping are left out at first.

2. An impurity of orientation s has the Hamiltonian H = ½ σ·b, with b = D_s n. The matrix D_s has the value D∥ along the cube axis e_s and D⊥ along the other two. One third of the impurities belongs to each of the axes x, y and z.

3. The energies ħω and ħ/τ, and ħ times the dephasing rate of the two levels, are much smaller than Δ, so each level follows the direction of n and precession causes no transitions between the levels.

4. A bath at temperature T causes transitions that obey detailed balance. The impurities are independent of one another.

5. The precession angle is small enough for linear response. Temperature, equilibrium direction and τ are held fixed when ω varies.

Oscillating quantities carry the factor exp(−iωt), so a dissipative stiffness has a negative imaginary part.

**Lemma 1 (geometry of the splitting).** Write d = D∥² − D⊥². With n along n₀ = [111]/√3, all three orientations have the same splitting, and

Δ² = (D∥² + 2D⊥²)/3,   |∇Δ|² = 2d²/(9Δ²).   (2)

For orthonormal tangent directions i, j and any great circle through n₀,

Σ_s ∇Δ_s = 0,
Σ_s (∂_iΔ_s)(∂_jΔ_s) = (3/2)|∇Δ|² δ_ij,
Σ_s Δ_s″ = −(3/2)|∇Δ|²/Δ,   (3)

where primes are derivatives with respect to angle along the great circle.

*Proof.* Since (σ·b)² = |b|², the levels are ±|b|/2 and the splitting is Δ_s = |D_s n|. Hence

Δ_s² = D⊥² + d n_s²,

and n_s² = 1/3 gives the first part of (2). The tangential gradient of n_s is t_s = e_s − n_s n. Differentiating Δ_s² gives 2Δ_s∇Δ_s = 2d n_s t_s, or

∇Δ_s = d n_s t_s/Δ_s.   (4)

Because |t_s|² = 1 − n_s² = 2/3, the squared gradient is d²(1/3)(2/3)/Δ², as stated.

At [111] the prefactor d n_s/Δ is the same for all s. The gradients therefore add to a multiple of Σt_s = √3 n₀ − √3 n₀ = 0. For orthonormal tangent vectors u_i, the component of t_s along u_i is e_s·u_i. The three e_s form an orthonormal basis, so Σ_s(e_s·u_i)(e_s·u_j) = δ_ij. The sum of gradient products is then d²/(3Δ²) δ_ij, which equals (3/2)|∇Δ|²δ_ij by (2).

For the curvature, follow n = n₀ cos a + u sin a with u a unit tangent vector. At a = 0,

(Δ_s²)″ = 2d[(e_s·u)² − 1/3].

Summed over s, this is 2d(1 − 1) = 0. But (Δ_s²)″ = 2(Δ_s′)² + 2ΔΔ_s″, so ΣΔ_s″ = −Σ(Δ_s′)²/Δ, and the second line of (3) completes the proof. ∎

The first-order torques of the three orientations cancel, which keeps [111] an equilibrium direction at every field. The squares of the gradients do not cancel, and they carry the damping.

**Lemma 2 (delayed populations).** Let P be the population of the lower level minus that of the upper level. A small change δΔ at frequency ω produces

δP = P_eq′ δΔ/(1 − iωτ),   P_eq′ = sech²(Δ/2kT)/(2kT).   (5)

Here the prime on P_eq means the derivative with respect to Δ.

*Proof.* Let w↑ and w↓ be the upward and downward rates. The two populations are (1 + P)/2 below and (1 − P)/2 above. One upward transition lowers P by 2, and one downward transition raises it by 2. Therefore

dP/dt = −w↑(1 + P) + w↓(1 − P) = −(P − P_eq)/τ,

with

1/τ = w↑ + w↓,   P_eq = (w↓ − w↑)/(w↓ + w↑).

Detailed balance, w↑/w↓ = exp(−Δ/kT), gives P_eq = tanh(Δ/2kT), whose derivative is the one in (5).

Now linearize about equilibrium. The rate 1/τ may itself depend on Δ, but its variation multiplies P − P_eq, which is zero at equilibrium, and so contributes nothing at first order. What remains is

−iω δP = −(δP − P_eq′ δΔ)/τ.

Multiplying by τ and collecting δP gives (5). ∎

**Lemma 3 (impurity stiffness).** For a small transverse displacement u of n, the impurities add a restoring force density −K(ω)u, with

K(ω) = K_f − A/(1 − iωτ),   (6)

K_f = N P_eq |∇Δ|²/(4Δ),   A = N |∇Δ|² sech²(Δ/2kT)/(8kT).   (7)

*Proof.* By assumption 3 each impurity remains in a mixture of its instantaneous eigenstates. The expectation value of ∂H/∂n is then the population-weighted derivative of the levels, which is −½P∇Δ in the tangent plane. The force therefore follows from the energy density

U = −(N/3) Σ_s ½ P_s Δ_s,

differentiated at fixed populations. With P_s = P_eq for all s, its curvature is

K_f = −(N/6) P_eq Σ_sΔ_s″ = −(N/6)P_eq · [−(3/2)|∇Δ|²/Δ],

which is the first part of (7).

The population changes add the gradient −(N/6)Σ_s δP_s ∂_iΔ_s. Here δΔ_s = Σ_j(∂_jΔ_s)u_j, and (5) and (3) turn the sum into

−(N/6) · [P_eq′/(1 − iωτ)] · (3/2)|∇Δ|² u_i = −(N/4) P_eq′ |∇Δ|² u_i/(1 − iωτ).

Inserting P_eq′ gives −A u_i/(1 − iωτ). ∎

The limit ω → 0 can be checked against thermodynamics. The free energy density is

F = −(N/3) kT Σ_s ln[2 cosh(Δ_s/2kT)].

Its first derivative is −(N/6)ΣP_eq(Δ_s)Δ_s′. The second is −(N/6)Σ[P_eq′(Δ_s′)² + P_eqΔ_s″] = −A + K_f, in agreement with (6). For ωτ ≫ 1 the populations are frozen and the stiffness is K_f. Since A is positive, the system is softer when the populations have time to adjust.

**Proof of the theorem.** The equation of motion is

dn/dt = −γ n × B_eff.

Put n = n₀ + u and apply a weak transverse field b. To first order B_eff = Bn₀ + b − (K/M)u. Since u × n₀ = −n₀ × u,

du/dt = γ(B + K/M) n₀ × u − γ n₀ × b.   (8)

Choose tangent vectors with n₀ × u₁ = u₂ and n₀ × u₂ = −u₁. In components, with X = B + K/M,

du₁/dt = −γX u₂ + γb₂,   du₂/dt = γX u₁ − γb₁,

where u₁ and u₂ now denote the components of u. The combination u₋ = u₁ − iu₂ obeys

du₋/dt = −iγX u₋ + iγb₋,   b₋ = b₁ − ib₂.

Replacing d/dt by −iω and dividing by iγ gives

u₋ = b₋/(B + K/M − ω/γ).   (9)

From 1/(1 − iωτ) = (1 + iωτ)/(1 + ω²τ²), the two parts of the stiffness are

Re K = K_f − A/(1 + ω²τ²),   Im K = −A ωτ/(1 + ω²τ²).   (10)

The absorbed power at fixed ω is proportional to Im(u₋/b₋), that is, to

h/[(B − B_r)² + h²],   h = |Im K|/M,   B_r = ω/γ − Re K/M.

Neither h nor B_r depends on B, so this is a Lorentzian in B with full width 2h:

δB = (2A/M) ωτ/(1 + ω²τ²).

Inserting A from (7) gives (1). ∎

**Remark 1 (the heat).** The same factor follows from an energy balance that makes no use of the precession equation. For a cone of half-angle θ, one impurity sees δΔ = |∇Δ|θ cos ωt, up to a choice of time origin. By (5), the real population change is

δP = P_eq′ |∇Δ| θ (cos ωt + ωτ sin ωt)/(1 + ω²τ²).

The work done on the impurity in one cycle is W = −½∮P dΔ. The constant part of P contributes nothing because Δ returns to its starting value. The cosine part of δP also integrates to zero. The sine part leaves ∮ω sin²ωt dt = π, so that

W = (π/2) P_eq′ |∇Δ|² θ² ωτ/(1 + ω²τ²) = 2πθ²(A/N) ωτ/(1 + ω²τ²).

In the steady state this work passes to the bath as heat. The loss vanishes for fast relaxation because the populations then keep step with Δ, and for slow relaxation because they hardly move.

**Remark 2 (frequency limits).** With x = ωτ, the frequency factor is 1/(x + 1/x). It is largest at x = 1, where it equals ½ and δB = A/M. It is unchanged when x is replaced by 1/x.

For comparison, Gilbert damping with constant α adds −iαω/γ to X in the circular case and gives the width 2αω/γ. The impurity width corresponds to

α_eq = γδB/(2ω) = γ(A/M)τ/(1 + ω²τ²).   (11)

For ωτ ≪ 1 this is a constant, γAτ/M, and the mechanism cannot be told from Gilbert damping by frequency dependence in that range. For ωτ ≫ 1 the width falls as 1/ω and α_eq as 1/ω². A damping constant measured at low frequency then overestimates the loss at high frequency.

**Remark 3 (temperature).** Equation (1) is a law in ω at fixed temperature. When T changes, both the prefactor and τ change. At fixed ω, N, M and Δ, logarithmic differentiation gives

d ln δB/d ln T = −1 + (Δ/kT) tanh(Δ/2kT) + [(1 − ω²τ²)/(1 + ω²τ²)] d ln τ/d ln T.   (12)

The first two terms come from sech²(Δ/2kT)/(kT). At ωτ = 1 the last term vanishes but the first two in general do not, so a maximum in temperature need not lie at ωτ = 1. Reading τ = 1/ω from such a maximum requires a correction for the prefactor.

**Remark 4 (direction).** Let n point along [001] instead. For the z orientation t_s = 0, and for the other two n_s = 0. By (4) all three gradients vanish, and within assumptions 1 to 5 so does the linewidth. A splitting can be large and still cause no damping of this kind; what matters is its first-order change with angle. The same holds for every direction if D∥ = D⊥.

**Corollary (film magnetized in its plane).** Let a thin film contain the [111] direction in its plane, with B along it. The field linewidth remains (1) for a narrow line, although the precession is elliptical.

*Proof.* Let u₂ point along the film normal. The demagnetizing field −μ₀M u₂ along the normal changes the first component equation to du₁/dt = −γ(X + μ₀M)u₂. Driving with b₁ alone and eliminating u₂ gives

u₁ = (X + μ₀M) b₁/[X(X + μ₀M) − ω²/γ²].

Let x₀ be the positive root of x₀(x₀ + μ₀M) = ω²/γ². The denominator factors into (X − x₀)(X + x₀ + μ₀M), and partial fractions give

u₁/b₁ = [(x₀ + μ₀M)/(X − x₀) + x₀/(X + x₀ + μ₀M)]/(2x₀ + μ₀M).

The first term is resonant, and X − x₀ = B + K/M − x₀ has the same imaginary part as before. The second is a weak background when δB ≪ 2x₀ + μ₀M. ∎

The free decay rate does change. Varying ω² = γ²X(X + μ₀M) to first order in Im K gives the amplitude decay rate

Γ = γ²(2x₀ + μ₀M) δB/(4ω).   (13)

For the sphere, dropping μ₀M and setting x₀ = ω/γ, this becomes γδB/2. A field width must therefore be converted to a decay rate with the factor that belongs to the sample shape.

**Worked example**

Consider yttrium iron garnet at 40 K with 0.10 % of its rare-earth sites occupied by samarium. The ion Sm³⁺ has an odd number of 4f electrons, so its levels in the crystal field are at least doubly degenerate, and exchange with the iron magnetization can split a doublet. The host values are rough: M = 195 kA/m and a cubic cell of edge 1.24 nm with 24 rare-earth sites, so that N = 0.001 · 24/(1.24 nm)³ = 1.259 × 10¹⁹ cm⁻³. The gyromagnetic ratio is taken for g = 2, γ = 0.1759 rad/(ps T). The values D∥ = 4 meV, D⊥ = 2 meV and τ = 10 ps are round model parameters and not samarium data.

From (2), Δ² = (16 + 8)/3 = 8 meV², so Δ = 2.828 meV. With d = 12 meV², |∇Δ|² = 2 · 144/(9 · 8) = 4 meV², or |∇Δ| = 2.000 meV per radian. With kT = 3.447 meV, sech²(Δ/2kT) = 0.8489. In joules and metres, 1 meV = 1.602 × 10⁻²² J and

A = 1.259 × 10²⁵ · 4 · 0.8489 · 1.602 × 10⁻²²/(8 · 3.447) ≈ 248 J/m³.

Division by M gives A/M = 1.274 mT. At 10 GHz, ωτ = 0.628 and the frequency factor is 0.4505, so

δB = 2 · 1.274 mT · 0.4505 = 1.15 mT, or 11.5 Oe.

By (11) this corresponds to α_eq = 1.6 × 10⁻³, already below the low-frequency limit of 2.2 × 10⁻³. By (10) the stiffness also lowers the resonance field, by Re K/M = 1.421 − 1.274/(1 + 0.628²) = 0.51 mT. The larger linear calculation described below gives a shift of 0.45 mT, so the formula is less accurate for the shift than for the width. The difference matches a term of first order in ω that (10) omits, N P_eq ħω D∥D⊥²/(2MΔ³) = 0.06 mT. Its sign follows the sign of D∥, on which (1) and (10) do not depend: with D∥ = −4 meV the shift is 0.57 mT.

At fixed temperature and τ, formula (1) gives:

- 2 GHz: 0.315 mT
- 5 GHz: 0.728 mT
- 10 GHz: 1.147 mT
- 16 GHz: 1.274 mT
- 30 GHz: 1.055 mT

The maximum lies at 1/(2πτ) = 15.9 GHz. From 5 to 10 GHz the width grows by a factor 1.58 instead of the 2 of a linear law, so the departure from Gilbert behaviour is visible below the maximum. The 2 GHz entry is only a value of the formula for the sphere: its resonance would lie near 71 mT, below the field μ₀M/3 = 82 mT needed to saturate the sphere, so assumption 1 fails there.

Assumption 3 was tested by a larger linear calculation in which the pseudospins of all three orientations precess and relax together with the magnetization. Their components perpendicular to the vector D_s n of assumption 2 decay in a time 2τ. Widths read from the computed absorption curves exceed (1) by 0.13 % at 10 GHz and by about 0.4 % at 30 GHz, relative to the formula. The small parameters at 10 GHz are ħω/Δ = 0.015 and ħ/(τΔ) = 0.023. These small excesses belong to the decay time 2τ, which means no dephasing beyond the transitions themselves. A perpendicular decay time of 1 ps raises them to 2.5 % and 8.5 %, and gives the [001] direction of Remark 4 a width of 0.06 mT at 10 GHz. The direct Zeeman energy of the impurity is also left out; for one Bohr magneton it is 0.007 Δ and changes the width by about 1 %. For the film the calculation gives the same 1.149 mT as for the sphere, while the resonance field falls from 357 to 255 mT. The decay rate rises from 0.101 to 0.107 ns⁻¹, as (13) predicts.

Small precession matters too. A nonlinear population equation, with a bare transition rate proportional to Δ³, gives 0.9999 of the heat in Remark 1 at θ = 0.01 rad. At 10° it gives 0.959, so for these parameters the small-angle formula overestimates the heat by about 4 %. This tests only the impurity response. In a real sphere, uniform precession becomes unstable against spin waves at a smaller angle, roughly √(δB/μ₀M) ≈ 4° if spin waves have the same damping.

For the temperature law (12), Δ/kT = 0.821 and tanh(Δ/2kT) = 0.3887, so the prefactor contributes −1 + 0.319 = −0.68. If τ shortens on heating, the last term must be positive at a maximum, which requires ωτ > 1. If Δ/kT had this value at such a maximum, setting τ = 1/ω would therefore underestimate the relaxation time.

**Comparison with real garnets.** The model replaces six differently oriented rare-earth sites of lower symmetry by three axial ones. If the coupling has three principal values of different magnitude, the six sites form two groups with different splittings even along [111], and a single Δ no longer describes them. Neither the single splitting nor the model's dependence on direction should therefore be taken for that of a real crystal. A rough host anisotropy constant of −2.5 kJ/m³ lowers the resonance field along [111] by about 17 mT, far more than the impurities do. Being a real, isotropic stiffness there, it leaves the width in (9) unchanged. A rough host damping constant of 10⁻⁴ adds 0.07 mT to the width. The temperature of 40 K is far below room temperature. Raising T to 300 K in (1), with τ, M and the splitting held fixed, multiplies the width by (40/300) · (0.997/0.849) = 0.157 and leaves 0.18 mT. That figure is only a scaling estimate: τ and M would change as well, and the isolated doublet would fail. With a next doublet at a rough 20 meV, the Boltzmann factor is 0.003 at 40 K but about 0.46 at 300 K.

Further computed values are listed in the numerical output.

Table of computed values

```
INPUTS (host values rough, D and tau model choices)
magnetization M = 195 kA/m; mu0 M = 245 mT
gyromagnetic ratio = 0.17588 rad/(ps T)
cell edge = 1.24 nm; doped site fraction = 0.10 %
impurity density N = 1.259e+19 cm^-3
D_par = 4.0 meV; D_perp = 2.0 meV
T = 40 K; kT = 3.447 meV; tau = 10 ps; f = 10 GHz
INTERMEDIATE VALUES
splitting along [111] = 2.828 meV; |gradient| = 2.000 meV/rad
equilibrium polarization = 0.3887
sech^2(splitting/2kT) = 0.8489
relaxing stiffness A = 248.3 J/m^3
A/M = 1.2736 mT; K_f/M = 1.4214 mT
omega tau = 0.6283; w tau/(1+w^2 tau^2) = 0.4505
RESULTS AT THE EXAMPLE FREQUENCY
added full linewidth, formula = 1.1474 mT = 11.47 Oe
added full linewidth, full pseudospin model = 1.1489 mT
same, film magnetized in plane = 1.1489 mT
resonance field, full model: sphere 356.79 mT, film 254.69 mT
Re K/M (lowers resonance field) = 0.5083 mT
amplitude decay rate, sphere: formula 0.1009, model 0.1012 1/ns
amplitude decay rate, film: formula 0.1067, model 0.1070 1/ns
equivalent damping constant at f = 1.606e-03; low-frequency limit = 2.240e-03
FREQUENCY SCAN: full linewidth
f =    2 GHz: formula 0.3151 mT, full model 0.3154 mT
f =    5 GHz: formula 0.7283 mT, full model 0.7291 mT
f =   10 GHz: formula 1.1474 mT, full model 1.1489 mT
f =   16 GHz: formula 1.2735 mT, full model 1.2760 mT
f =   30 GHz: formula 1.0545 mT, full model 1.0592 mT
peak frequency 1/(2 pi tau) = 15.92 GHz; peak width = 1.2736 mT
NEGLECTED EFFECTS
hbar omega/splitting = 0.0146; hbar/(tau splitting) = 0.0233
width change from imperfect following = 0.130 %
impurity/host angular momentum, at most = 5.99e-04
impurity Zeeman energy (1 Bohr magneton)/splitting = 0.0073
mean impurity spacing = 4.30 nm; dipolar energy/splitting = 2.4e-07
next doublet at rough 20 meV: Boltzmann factor = 3.02e-03
host cubic anisotropy, rough K1 = -2.5 kJ/m^3: field shift = -17.1 mT
host damping, rough alpha = 1e-04: width = 0.0714 mT
heat per cycle/small-angle formula: at 0.01 rad 0.99986, at 10 degrees 0.9586
```
